Electron flux on a mesh edge with linear potential and temperature

**Definitions and conventions**

A mesh edge runs from node 1 at x = 0 to node 2 at x = h. The electron density is n, the electrostatic potential ψ, the lattice temperature T. A prime means d/dx, and subscripts 1 and 2 mark nodal values. The differences are

Δψ = ψ2 − ψ1, ΔT = T2 − T1.

The elementary charge e is positive, so an electron has charge −e and feels the force +eψ′. The particle flux F counts electrons per area and time, positive from node 1 to node 2. The electric current density is J = −eF.

Along the edge ψ and T are linear and F is constant. Constant F means a steady state without generation or recombination inside the edge; in a finite-volume scheme those terms are collected at the nodes. No Maxwell equation is used, so the algebra is the same in Gaussian and practical units: eψ and kT are both energies.

The weights will be written with the Bernoulli function

B(u) = u/(e^u − 1), B(0) = 1.

Multiplying numerator and denominator of B(−u) by −e^u gives

B(−u) = u e^u/(e^u − 1) = e^u B(u) = B(u) + u.

**Simple case: one temperature**

At uniform T, with mobility μ and diffusion coefficient D = μkT/e, drift and diffusion give

F = μnψ′ − Dn′.

Put u0 = eΔψ/(kT). Since ψ′ = Δψ/h, we have μψ′ = Du0/h, and therefore

F = −D[n′ − (u0/h)n].

The factor e^(−u0x/h) turns the bracket into a derivative:

F e^(−u0x/h) = −D d/dx[n e^(−u0x/h)].

Integration from 0 to h, with F and D constant, gives

F h(1 − e^(−u0))/u0 = D(n1 − n2e^(−u0)).

Solving for F and using the forms of B above,

F = (D/h)[B(−u0)n1 − B(u0)n2].

This is the Scharfetter–Gummel flux. For u0 → 0 both weights tend to 1 and F = D(n1 − n2)/h, which is pure diffusion. For u0 ≫ 1, B(−u0) → u0 and B(u0) → 0, so F → μn1Δψ/h: the node from which the electrons drift supplies the density.

**The transport law with a temperature gradient**

The coefficient of T′ must come from kinetics, because it depends on how scattering varies with energy. Take a parabolic band of fixed isotropic mass, nondegenerate electrons at the lattice temperature, and a relaxation time τ proportional to ε^r, where ε is kinetic energy. The prefactor of τ may depend on T. With the density of states proportional to √ε, the local Maxwellian normalized by n = ∫√ε f0 dε is

f0 = n e^(−ε/kT)/[Γ(3/2)(kT)^(3/2)].

To first order in the gradients, the steady Boltzmann equation gives the departure f1 from f0:

f1 = −τ v_x[∂f0/∂x + eψ′ ∂f0/∂ε].

The second term is force times momentum derivative, with ∂f0/∂p_x = v_x ∂f0/∂ε. The flux is the integral of v_x f1, and the angular average of v_x² is v²/3:

F = −∫√ε (v²τ/3)[∂f0/∂x + eψ′ ∂f0/∂ε] dε.

The derivatives of the Maxwellian are

∂f0/∂x = f0[n′/n − (3/2)T′/T + εT′/(kT²)],
∂f0/∂ε = −f0/(kT).

Define D = (1/n)∫√ε (v²τ/3)f0 dε, and let ⟨ε⟩ be the mean energy with the same weight. Then

F = −Dn[n′/n + (⟨ε⟩/(kT) − 3/2)T′/T − eψ′/(kT)].

The weight √ε v²τ is proportional to ε^(3/2+r), so for r > −5/2

⟨ε⟩ = kT Γ(7/2+r)/Γ(5/2+r) = (5/2 + r)kT.

In a uniform field at uniform n and T the flux is Deψ′n/(kT). By definition this equals μnψ′, so D = μkT/e. Writing s = 5/2 + r − 3/2 = 1 + r, we obtain

F = −(μ/e)[kTn′ + s k nT′ − enψ′].

For positive s, thermal diffusion drives electrons towards the cold side. Acoustic-phonon scattering in this model has r = −1/2 and s = 1/2. For an energy-independent relaxation time, r = 0 and s = 1, and the first two terms combine into k(nT)′. At r = −1 thermal diffusion vanishes. A fixed choice s = 1 is therefore a scattering assumption. At T′ = 0 the earlier drift-diffusion law returns for every r.

**First generalization: linear temperature, constant mobility**

Insert ψ′ = Δψ/h and T′ = ΔT/h and hold μ fixed:

kTn′ + (skΔT − eΔψ)n/h = −eF/μ.

The variable coefficient T in front of n′ is the only obstacle to repeating the isothermal solution. It can be removed by a change of coordinate. Define

L = ln(T2/T1), T_L = ΔT/L, λ = ln(T/T1)/L.

T_L is the logarithmic mean of the nodal temperatures, and λ runs from 0 to 1. Its derivative is

dλ/dx = T′/(LT) = ΔT/(hLT) = T_L/(hT),

so T d/dx = (T_L/h)d/dλ. After multiplication by h/(kT_L) the equation reads

dn/dλ − wn = −eFh/(μkT_L), w = eΔψ/(kT_L) − sL,

where ΔT/T_L = L was used. The coefficients are now constant. This is the isothermal equation with x/h replaced by λ, T by T_L and u0 by w, so its flux can be taken over:

F = (μkT_L/(eh))[B(−w)n1 − B(w)n2].

As a limit, set w = 0. The potential then balances the thermal push, eΔψ = skΔT, and F = μkT_L(n1 − n2)/(eh). What remains is diffusion at the logarithmic mean temperature.

**Second generalization: mobility that follows the temperature**

Over a limited range a lattice-limited mobility can be represented by

μ(T) = μ_r(T/T_r)^(−p), so that μ′/μ = −pT′/T.

Use the product N = μn as the unknown. From N′ = μn′ + μ′n,

μn′ = N′ + pNT′/T.

Putting this into the transport law gives

kTN′ + (s + p)kNT′ − eNψ′ = −eF.

The mobility law has changed s into s + p and left the form of the equation alone. In the coordinate λ,

dN/dλ − uN = −eFh/(kT_L),
u = eΔψ/(kT_L) − (s + p)L.

For u ≠ 0 the general solution is N = C + Ae^(uλ), with C = eFh/(kT_Lu). The nodal conditions N1 = C + A and N2 = C + Ae^u yield

A = (N2 − N1)/(e^u − 1),
C = N1 − A = (N1e^u − N2)/(e^u − 1).

Solving the definition of C for F gives

F = (kT_L/(eh)) u(N1e^u − N2)/(e^u − 1),

and, with N = μn and the two forms of B,

F = (kT_L/(eh))[B(−u)μ1n1 − B(u)μ2n2].

This is the required flux. The solution along the edge is

N(λ) = N1 + (N2 − N1)(e^(uλ) − 1)/(e^u − 1).

At u = 0 the fraction becomes λ. It rises from 0 to 1 for either sign of u, so μn is monotone and stays between its nodal values. It is therefore positive when they are. The density n itself need not be monotone, since μ varies.

For p = 0 the previous stage returns. For strong drift towards node 2, u ≫ 1, we find

F → (kT_L/(eh))uμ1n1 = μ1n1[Δψ − (s + p)kΔT/e]/h.

The upwind node again supplies the density, now with a thermal correction to the drive. The p in it has a simple origin: in this limit N is nearly constant over most of the edge, so n must rise where μ falls, and that density gradient causes diffusion.

The formula was compared with direct numerical integration of the transport law in x, on an edge of 200 nm, for four sets of data. Densities are in a common arbitrary unit:

(a) n = 1 → 1.1, Δψ = 0.02 V, T = 500 → 510 K, s = 0.5, p = 2.4;
(b) n = 1 → 3, Δψ = 0.30 V, T = 300 → 900 K, s = 0.5, p = 2.4;
(c) n = 2 → 0.7, Δψ = −0.20 V, T = 700 → 350 K, s = 1, p = 1.5;
(d) n = 1 → 0.4, Δψ = 0, T = 400 → 600 K, s = 2.5, p = 0.

The largest difference, relative to the integrated flux, was 8.8 × 10⁻¹³. A small temperature difference is thus not a condition for solving the transport law in this form; linear T is. The law itself, being of first order in the gradients and the field, still requires that over a mean free path T and n change little and eψ change by much less than kT. On so short an edge the steep cases (b) to (d) test the algebra, not this physical condition.

**Limit of vanishing temperature difference**

Keep the mean temperature T̄ = (T1 + T2)/2 fixed and let δ = ΔT/T̄. Then

L = ln[(1 + δ/2)/(1 − δ/2)] = δ + δ³/12 + …,
T_L = T̄δ/L = T̄(1 − δ²/12 + …).

Hence T_L → T̄ and L → 0, while u → u0 = eΔψ/(kT̄) and both mobilities tend to μ̄ = μ(T̄). Also, λ → x/h. The flux becomes

F0 = (D/h)[B(−u0)n1 − B(u0)n2], D = μ̄kT̄/e,

which is the isothermal result with its Bernoulli weights.

The first correction shows how fast this limit is reached. To first order T_L has no correction, and

u = u0 − (s + p)δ,
μ1 = μ̄(1 + pδ/2), μ2 = μ̄(1 − pδ/2).

With B′ the derivative of B with respect to its argument,

B(−u) = B(−u0) + (s + p)δB′(−u0),
B(u) = B(u0) − (s + p)δB′(u0).

Collecting the terms linear in δ gives

F − F0 = (D/h)δ{(p/2)[B(−u0)n1 + B(u0)n2] + (s + p)[B′(−u0)n1 + B′(u0)n2]}.

The error of the isothermal formula is therefore generally first order in ΔT, even when the mean temperature is used. The terms in p partly cancel. For small |u0| (the coefficients of n1 and n2 in the p factor below are good to about 2% at |u0| = 0.5, but only to about 13% at |u0| = 1), expand B(x) ≈ 1 − x/2 + x²/12 and B′(x) ≈ −1/2 + x/6. The factor multiplying p becomes

(u0/12)(n1 − n2) + (u0²/24)(n1 + n2).

It vanishes with u0: the explicit change of the nodal mobilities is offset by the change of u. The factor multiplying s has no such partner:

B′(−u0)n1 + B′(u0)n2 ≈ −(n1 + n2)/2 − (u0/6)(n1 − n2).

**Limit of zero flux**

Set F = 0. Then B(−u)N1 = B(u)N2, and B(−u) = e^uB(u) gives N2/N1 = e^u. Returning to densities,

n2/n1 = (μ1/μ2)e^u = (T2/T1)^p e^(eΔψ/kT_L)(T2/T1)^(−s−p),

n2/n1 = (T1/T2)^s e^(eΔψ/kT_L).

The exponent p has cancelled. It must, because at F = 0 the common factor μ drops out of the transport law. The scattering exponent remains through s. With equal densities the potential needed to stop the flux is

Δψ = skΔT/e.

The zero-flux state also checks s against thermoelectricity. Measured from a fixed reference, the quasi-Fermi energy is

E_F = −eψ + kT ln(n/Nc),

where the effective density of band states Nc is proportional to T^(3/2). Differentiate:

E_F′ = −eψ′ + kT′ ln(n/Nc) + kTn′/n − (3/2)kT′.

At zero flux kTn′/n = eψ′ − skT′, so

E_F′ = −kT′[5/2 + r + ln(Nc/n)].

The Seebeck coefficient, S = (1/e)dE_F/dT for electrons, is therefore

S = −(k/e)[5/2 + r + ln(Nc/n)].

The bracket times kT is the mean energy carried per electron, measured from the quasi-Fermi energy. The carried kinetic energy is ⟨ε⟩ = (5/2 + r)kT, because at uniform temperature f1 is proportional to τv_xf0. This is the Kelvin relation between the Seebeck and Peltier coefficients, and a different s would violate it.

**Use on a mesh**

Both weights are positive for every finite u. Raising n1 raises F, and raising n2 lowers it. In the one-dimensional balance for node i, outflow minus inflow, the coefficients of the neighbouring densities are therefore negative and that of n_i is positive, whatever the signs of the field and temperature gradient.

An edge may be divided at any interior point. If the new node takes its density from N(λ), each part obeys the same differential equation with linear data, and each returns the same F. Refinement therefore changes nothing while ψ and T remain linear across the original edge and no source is added. In a device, refinement is needed to follow curvature and sources.

In floating-point work L should be evaluated as log1p(ΔT/T1), and the denominator of B as expm1(u). These functions compute ln(1 + y) and e^y − 1 without subtracting nearly equal numbers. At ΔT = 0 or u = 0 the limiting values T_L = T1 and B = 1 are inserted. For an argument above about 700, e^u overflows in double precision, and B is set to 0 there.

**A hot edge in numbers**

Take h = 200 nm, T1 = 500 K, T2 = 510 K and Δψ = 20 mV. The densities are n1 = 1.0 × 10¹⁵ and n2 = 1.1 × 10¹⁵ cm⁻³. Let r = −1/2, so s = 0.5, and let p = 2.4 with μ = 900 cm²/Vs at 300 K. The nodal mobilities are then 264.12 and 251.86 cm²/Vs.

The logarithm is L = 0.019803 and T_L = 504.98 K. The potential part of u is 0.45960, so kT_L/e = 20 mV/0.45960 = 43.516 mV. The thermal part is −2.9 × 0.019803 = −0.05743. Thus

u = 0.40217, B(−u) = 1.21453, B(u) = 0.81236.

The two weighted products, in units of 10¹⁷ cm⁻¹V⁻¹s⁻¹, are

B(−u)μ1n1 = 3.2078, B(u)μ2n2 = 2.2506.

Their difference is 0.9572. Multiplication by 0.043516 V/(2 × 10⁻⁵ cm) gives

F = 2.083 × 10²⁰ cm⁻²s⁻¹, J = −33.37 A/cm².

With s set to zero and all else held fixed, J is −34.30 A/cm². Thermal diffusion therefore reduces the magnitude by 2.7% of that value. The isothermal formula at 505 K gives −34.24 A/cm², close to the result without thermal diffusion although the mobility changes by almost 5% along the edge.

The first correction explains this. Here δ = 0.0198 and u0 ≈ 0.46. In units of 10¹⁵ cm⁻³, the bracket in F0 is about 0.381. The s term contributes

0.5 × 0.0198 × (−1.042)/0.381 ≈ −2.7%,

and the p term

2.4 × 0.0198 × 0.0147/0.381 ≈ +0.2%.

Their sum matches the computed departure of −2.53% from the isothermal flux. At fixed mean temperature and fixed nodal densities, the departure falls to −0.253%, −0.0253% and −0.00253% for ΔT = 1, 0.1 and 0.01 K, in proportion to ΔT.

Zero flux shows the error more plainly. With Δψ = 0 and n1 unchanged, the true zero-flux density at node 2 is 9.901 × 10¹⁴ cm⁻³. The isothermal formula sees a density difference and reports −0.89 A/cm² where there is no current. With equal densities, 0.43 mV would stop the flux. For a density-of-states mass of 0.8 electron masses, the Seebeck coefficient at node 1 is −1.08 mV/K.

**Beside a real drift layer**

These round parameters lie in the rough regime of a lightly doped silicon-carbide power-device drift layer. The gradient of 50 K/µm is far from ordinary operation and is chosen to make the thermal terms visible. With a rough thermal conductivity of 1 to 2 W/(cm K) it needs a heat flux of 0.5 to 1 MW/cm², which would have to be supplied from outside this edge. The field of 0.001 MV/cm represents a low-field part of the layer, far below a rough breakdown field of 2.5 MV/cm. Of the assumptions sized here, the one that matters most is a band edge independent of temperature. If the electron affinity χ rises by a rough 0.2 meV/K, the hot node gains 2 meV of attraction and the flux rises by 13%, more than thermal diffusion removes. The cure stays within the formula: for χ linear along the edge, replace Δψ by Δψ + Δχ/e.

The other estimates are smaller for this edge. If the donor density equals n1 and the relative permittivity is 10, the average excess charge, held fixed and uniform, bends the potential by 0.45 mV at mid-edge and lowers the flux by 0.7%. Solving for potential and density together reduces both numbers by about a fifth, to 0.36 mV and 0.6%. A quarter to a third of that reduction comes from the non-uniform profile of the excess charge, and the rest from the response of the electrons to the bend. Taking r = 0 instead of −1/2 lowers the flux by 2.8%, while s = 0 raises it by 2.8%. The second direction matters because r = −1/2 and p = 2.4 were chosen separately: acoustic phonons alone would give p = 3/2 in this band, and optical phonons, which can make the mobility fall faster, can also reduce s. The drift velocity is 1.3% of a rough saturation velocity of 2 × 10⁷ cm/s. With an energy relaxation time of 0.3 ps, field heating at this drift velocity would make the carriers about 0.6 K hotter than the lattice; diffusion against the drift makes the net flux, and with it the heating, roughly a quarter smaller. Degeneracy changes D/μ by about 0.001%. With a gap of 3 eV, the intrinsic density is of order 10⁵ cm⁻³ or less, negligible beside n.

These sizes belong to this edge. At high field the mobility depends on field and the carriers no longer share the lattice temperature, so the transport law itself must change. At high density Maxwell statistics fail. The electron mass in silicon carbide depends on direction; for an edge and gradients along a principal axis, μ is the mobility along that axis, and s is unchanged if τ depends on energy alone. Phonon drag, the push of the phonon heat flow on the electrons, is omitted and has not been sized. The numerical output lists the remaining digits.

Computed results

```
edge length: 200 nm
temperature node 1: 500 K
temperature node 2: 510 K
potential rise: 20 mV
density node 1: 1e+15 cm^-3
density node 2: 1.1e+15 cm^-3
reference mobility at 300 K: 900 cm2/Vs
mobility exponent p: 2.4
scattering exponent r: -0.5
thermal-diffusion factor s: 0.5
mobility node 1: 264.12 cm2/Vs
mobility node 2: 251.86 cm2/Vs
log temperature ratio L: 0.019803
logarithmic mean temperature: 504.9835 K
potential part of u: 0.459600
thermal part of u: -0.057428
u: 0.402172
weight B(-u): 1.214528
weight B(u): 0.812356
flux, formula: 2.082709e+20 cm^-2 s^-1
flux, direct integration: 2.082709e+20 cm^-2 s^-1
electric current density: -33.3687 A/cm2
isothermal current at mean T: -34.2363 A/cm2
current without thermal diffusion: -34.2996 A/cm2
flux change by thermal diffusion: -2.714 %
departure from isothermal, dT=10 K: -2.534341 %
departure from isothermal, dT=1 K: -0.252938 %
departure from isothermal, dT=0.1 K: -0.025289 %
departure from isothermal, dT=0.01 K: -0.002529 %
zero-flux density node 2, no potential drop: 9.90148e+14 cm^-3
false isothermal current there: -0.8858 A/cm2
zero-flux potential rise, equal n: 0.43087 mV
Seebeck coefficient at node 1: -1.0825 mV/K
worst relative flux error in tests: 8.8e-13
rough affinity rate: 0.2 meV/K
flux change by band-edge shift: 12.95 %
rough relative permittivity: 10
Debye length: 154.3 nm
space-charge bow of potential: -0.452 mV
flux change by that bow: -0.728 %
flux change if r = 0: -2.79 %
rough saturation velocity: 2.0e+07 cm/s
drift over saturation velocity: 1.29 %
rough energy relaxation time: 0.3 ps
carrier heating above lattice: 0.60 K
rough density-of-states mass: 0.8 electron masses
degeneracy change of D/mu: 1.0e-03 %
rough gap when hot: 3 eV
intrinsic density scale at node 2: 6.0e+04 cm^-3
field: 0.001 MV/cm
rough breakdown field: 2.5 MV/cm
field over breakdown field: 4.0e-04
```
